# Opposite switching of coupled wires: delay factor two, heat factor four

To estimate the heat of a pair of neighbouring bus wires, one must decide what multiplies the coupling capacitance when the wires switch in opposite directions. Timing analysis supplies a ready candidate, the Miller factor 2. If the coupling heat of one wire switching beside a quiet neighbour is doubled on that ground, the coupling heat obtained for the pair is too small by a factor of two.

## The counter-example

Each wire has capacitance $C_g=10$ fF to grounded conductors, and the two share a coupling capacitance $C_c=6$ fF. Each is driven through a resistance $R=1$ kΩ from a rail at 0 or at $V=0.8$ V. "Heat" means the energy dissipated in all resistances during one transition, from one settled state to the next. Its coupling part is the heat minus what the same transition would give with $C_c=0$.

**One wire switches.** Wire 1 rises from 0 to $V$ while wire 2 is held firmly at 0. The driver current charges both capacitors:

$$(C_g+C_c)\,\dot v_1=\frac{V-v_1}{R},\qquad V-v_1=V e^{-t/\tau},\qquad \tau=R(C_g+C_c).$$

The heat is

$$\int_0^\infty\frac{(V-v_1)^2}{R}\,dt=\frac{V^2}{R}\,\frac{\tau}{2}=\tfrac12(C_g+C_c)V^2=\tfrac12(16\ \text{fF})(0.64\ \text{V}^2)=5.12\ \text{fJ}.$$

Without coupling it would be $\tfrac12C_gV^2=3.20$ fJ, so the coupling part is $\tfrac12C_cV^2=1.92$ fJ.

**Both wires switch oppositely.** Wire 1 rises and wire 2 falls, starting at the same instant. The drivers are equal, so $v_2=V-v_1$ throughout, and therefore $\dot v_1-\dot v_2=2\dot v_1$. The current balance of wire 1 becomes

$$C_g\dot v_1+C_c(\dot v_1-\dot v_2)=(C_g+2C_c)\,\dot v_1=\frac{V-v_1}{R}.$$

This is the Miller effect: wire 1 behaves as if its coupling capacitance were doubled. By the integral above, with the new time constant, its driver dissipates $\tfrac12(C_g+2C_c)V^2=\tfrac12(22)(0.64)=7.04$ fJ. The other driver carries a current of the same magnitude and dissipates the same amount. The total is 14.08 fJ. Without coupling it would be $2\times3.20=6.40$ fJ, so the coupling part is

$$14.08-6.40=7.68\ \text{fJ}=2C_cV^2=4\times1.92\ \text{fJ}.$$

Doubling the single-wire value would have given 3.84 fJ of coupling heat and a total of 10.24 fJ, which is 27 % below the true total.

The Miller capacitance itself is not at fault. It gives the right heat for each of two equal drivers, and both must be counted. One factor of 2 comes from the doubled capacitance seen by a driver, the other from there being two drivers.

The factor 4 refers to heat, not to stored energy. The coupling capacitor holds $\tfrac12C_cV^2=1.92$ fJ before the opposite transition and the same amount after it, with reversed polarity. Its voltage goes from $-V$ to $+V$: the swing is $2V$, but the magnitude never exceeds $V$.

## The general statement

Let any number of wires have a symmetric capacitance matrix $C$, so that their charges are $q=Cv$. They start at rest with voltages $v_0$ and end at rest with voltages $u$. During the transition each wire $i$ exchanges charge with one rail only, whose voltage $u_i$ is constant. With $\Delta=u-v_0$, the total heat is

$$W=\tfrac12\,\Delta^{\mathsf T}C\,\Delta. \tag{1}$$

**Proof.** The charge that enters wire $i$ is the change of its charge, $(C\Delta)_i$. It comes from a rail at $u_i$, so the rails do the work $u^{\mathsf T}C\Delta$. The stored energy is $\tfrac12v^{\mathsf T}Cv$. Put $v_0=u-\Delta$ and use the symmetry of $C$:

$$v_0^{\mathsf T}Cv_0=u^{\mathsf T}Cu-2u^{\mathsf T}C\Delta+\Delta^{\mathsf T}C\Delta .$$

The stored energy therefore grows by

$$\tfrac12u^{\mathsf T}Cu-\tfrac12v_0^{\mathsf T}Cv_0=u^{\mathsf T}C\Delta-\tfrac12\Delta^{\mathsf T}C\Delta .$$

Heat is work minus growth of stored energy. The terms $u^{\mathsf T}C\Delta$ cancel, and (1) remains.

No resistance appears in (1), and the drivers need not obey Ohm's law. If they are unequal, the heat is shared differently but its sum stays: with 1 kΩ and 3 kΩ the opposite transition gives $5.72+8.36=14.08$ fJ. The rule "half the Miller capacitance times $V^2$ per driver" then fails for each driver separately, while the sum survives.

For two wires the diagonal elements of $C$ are $C_g+C_c$ and the off-diagonal ones $-C_c$. Hence

$$W=\tfrac12(C_g+C_c)(\Delta_1^2+\Delta_2^2)-C_c\Delta_1\Delta_2
=\tfrac12C_g(\Delta_1^2+\Delta_2^2)+\tfrac12C_c(\Delta_1-\Delta_2)^2. \tag{2}$$

The coupling term depends on the swing $\Delta_1-\Delta_2$ of the voltage across $C_c$:

- neighbour quiet: swing $V$, coupling heat $\tfrac12C_cV^2$;
- opposite switching: swing $2V$, coupling heat $2C_cV^2$;
- both switching the same way: swing 0, no coupling heat.

The energy taken from the supply is a different quantity. When wire 1 rises beside a neighbour held at 0, the supply gives $(C_g+C_c)V^2=10.24$ fJ. If the neighbour is held at $V$, the charge $C_cV$ pushed out of it returns to the supply, which then gives a net $C_gV^2=6.40$ fJ. The heat is 5.12 fJ in both cases; the difference lies in the stored energy.

## Why the delay has a factor of two

Delay depends on how much charge the driver must deliver. Take the Elmore delay, the mean time of the rise of $v_1$ from 0 to $V$. Integration by parts, followed by the use of the driver current $(V-v_1)/R$, gives

$$T_1=\frac1V\int_0^\infty t\,\dot v_1\,dt=\frac1V\int_0^\infty(V-v_1)\,dt=\frac{RQ_1}{V},\qquad Q_1=C_gV+C_c(\Delta_1-\Delta_2).$$

The charge is linear in the swing, whereas the heat (2) is quadratic. So $T_1=R(C_g+C_c)=16$ ps beside a quiet wire and $R(C_g+2C_c)=22$ ps for opposite switching. Compared with the 10 ps found when both wires switch the same way, coupling adds 6 ps and 12 ps, a ratio of 2.

The time at which $v_1$ reaches $V/2$ is less simple. Add and subtract the current balances of the two wires. The sum $v_1+v_2$ relaxes with $\tau_+=RC_g=10$ ps and the difference $v_1-v_2$ with $\tau_-=R(C_g+2C_c)=22$ ps. In opposite switching the sum stays at its final value, so $V-v_1=Ve^{-t/\tau_-}$ and the 50 % delay is $\tau_-\ln2=15.25$ ps. Beside a quiet wire with an equal driver, sum and difference both start a distance $V$ from their final values, so

$$V-v_1=\tfrac12V\left(e^{-t/\tau_+}+e^{-t/\tau_-}\right),$$

which reaches $V/2$ at 10.04 ps. With $\tau_+\ln2=6.93$ ps as the baseline, the coupling contributions are 8.32 and 3.11 ps, and their ratio is 2.68. The quiet wire yields a little at first, which helps wire 1 to pass the halfway mark early. If the quiet neighbour is held firmly, the delay beside it is $R(C_g+C_c)\ln2=11.09$ ps, and against the equal-driver 15.25 ps the ratio returns to 2. For the 50 % delay, 2 is not an upper bound. A neighbour with a 50 Ω driver gives 11.05 ps when quiet and 16.4 ps when it falls at the same instant, a ratio of 2.3 against the same baseline. One with a 250 Ω driver that falls 16 ps late pushes the last crossing of $V/2$ to 21.4 ps.

## When the edges do not coincide

Suppose that wire 2 starts to fall a time $s$ after wire 1 has started to rise. If $s$ is long, the wires make two separate transitions, each with coupling heat $\tfrac12C_cV^2$. Against this reference, simultaneous opposite switching doubles the coupling heat, from 3.84 to 7.68 fJ.

For intermediate $s$ and equal drivers, use $(v_1\pm v_2)/\sqrt2$. These combinations relax independently, with capacitances $K_+=C_g$ and $K_-=C_g+2C_c$. The sum of the squares of the two driver voltages equals the sum of the squares of the two modal gaps, where a gap is the distance of a combination from its current target. The heats of the modes therefore add.

Let the first edge open a gap $a$ in a mode, and let the second edge add $b$. A gap $a$ that relaxes completely releases $\tfrac12Ka^2$. Up to time $s$ the heat is $\tfrac12Ka^2(1-e^{-2s/\tau})$, and the gap that remains is $ae^{-s/\tau}$. The second edge makes it $ae^{-s/\tau}+b$, which then relaxes completely. The sum is

$$\tfrac12K\left[a^2(1-e^{-2s/\tau})+(ae^{-s/\tau}+b)^2\right]=\tfrac12K\left[a^2+b^2+2ab\,e^{-s/\tau}\right].$$

Here $a=V/\sqrt2$ in both modes, while $b=-V/\sqrt2$ in the sum mode and $+V/\sqrt2$ in the difference mode. Thus

$$W(s)=\tfrac12V^2\left[C_g\left(1-e^{-s/\tau_+}\right)+(C_g+2C_c)\left(1+e^{-s/\tau_-}\right)\right].$$

Since $C_g/\tau_+=(C_g+2C_c)/\tau_-=1/R$, the slope is

$$\frac{dW}{ds}=\frac{V^2}{2R}\left(e^{-s/\tau_+}-e^{-s/\tau_-}\right).$$

It vanishes at $s=0$ and is negative afterwards, because $\tau_+<\tau_-$. A small skew therefore matters little: 5 ps lowers the heat from 14.08 to 13.91 fJ. A skew of 20 ps gives 12.64 fJ and one of 60 ps gives 10.69 fJ, close to the 10.24 fJ of separate transitions.

## Average power

The factor 4 belongs to one kind of event. Let both wires carry independent random data, with 0 and 1 equally likely in every cycle and simultaneous edges. Each $\Delta_i$ is $+V$ or $-V$ with probability $\tfrac14$ each and is otherwise 0, so its mean is zero and its mean square is $V^2/2$. By independence, the mean of $\Delta_1\Delta_2$ vanishes, and

$$\left\langle\tfrac12C_c(\Delta_1-\Delta_2)^2\right\rangle=\tfrac12C_c\left(\tfrac12V^2+\tfrac12V^2\right)=\tfrac12C_cV^2 .$$

A cycle contains on average one wire transition, so the coupling heat per wire transition is 1.92 fJ, the single-wire value. Opposite events with factor 4 are balanced by same-way events with factor 0. For such data neither 2 nor 4 belongs in an average-power estimate; for correlated data the mean of $(\Delta_1-\Delta_2)^2$ must be taken from the data.

## The model beside real interconnect

The numbers represent, with rough typical values, copper lines 50 nm wide, 50 nm apart, 100 nm high and 100 µm long in a dielectric of relative permittivity 2.7. The facing sidewalls alone, taken as parallel plates, give 0.048 fF/µm; the chosen 0.060 fF/µm allows for fringing fields. $C_g$ includes the outer neighbours, taken as quiet. Giving these neighbours 1 kΩ drivers of their own leaves the heat at 14.08 fJ and the Elmore delay at 22 ps. Quantities that depend on the waveform do move: the 50 % delays fall from 6.93, 10.04 and 15.25 ps to 5.16, 8.56 and 14.20 ps, and the heat at 5 ps skew falls from 13.91 to 13.82 fJ.

Such lines are themselves resistive, about 0.8 kΩ here. This moves 2.85 fJ of the opposite-switching heat from the drivers into the copper without changing the total, as (1) requires. The far-end Elmore delays do change, to 22.4 ps beside a quiet wire and 30.8 ps for opposite switching. Heating the copper by 80 K, with a resistance increase of 0.3 % per kelvin and unchanged drivers, raises the latter to 32.9 ps and again leaves the heat alone. That coefficient is on the high side for so narrow a line, where surfaces and grain boundaries cause much of the resistance and their share hardly depends on temperature; 0.17 % per kelvin would give about 32 ps.

Real drivers break the assumption of one rail per wire, because both transistors of an inverter conduct briefly while its input changes. For square-law transistors with a 0.25 V threshold and a 30 ps input ramp, this adds 0.03 fJ, or 0.2 %, to the opposite transition; the figure belongs to that ramp and threshold and to the transistor strength used, 4 mA/V². It grows quickly with slower inputs: a 100 ps ramp gives 0.24 fJ. Leakage through the dielectric, at a rough $10^{-9}$ A/cm², adds about $10^{-10}$ fJ in 1 ns. The mean field between the wires peaks at 0.16 MV/cm, far below a rough breakdown field of 4 MV/cm. Of the departures evaluated here, skew between the edges changes the heat most once it exceeds about 6 ps; a 5 ps skew (0.17 fJ) matters less than the 100 ps ramp.

A dielectric of lower permittivity generally reduces $C_g$ as well as $C_c$, and (2) gives the saving from each. At fixed $V$, each femtofarad removed from $C_c$ alone saves 0.32 fJ when one wire switches beside a quiet one, and 1.28 fJ when the two switch oppositely at once. The numerical output below lists most of the values used; the temperature coefficients, the 100 ps ramp, the delays beside stronger neighbours and the waveform-dependent values of the four-wire bus are given only in the text above.

## Values computed for the example and the checks

```
width, spacing, height: 50, 50, 100 nm; length 100 um
supply 0.8 V; driver 1.0 kOhm; Cg 10.0 fF; Cc 6.0 fF
relative permittivity 2.7
Cc per length: chosen 0.060, parallel plates alone 0.048 fF/um
time constants: sum mode 10.0, difference 22.0 ps
quiet low: total heat 5.120 fJ, coupling part 1.920 fJ
   from supply 10.240 fJ; Elmore 16.00 ps; 50% delay 10.04 ps
quiet high: total heat 5.120 fJ, coupling part 1.920 fJ
   from supply 6.400 fJ; Elmore 16.00 ps; 50% delay 10.04 ps
opposite: total heat 14.080 fJ, coupling part 7.680 fJ
   from supply 14.080 fJ; Elmore 22.00 ps; 50% delay 15.25 ps
same way: total heat 6.400 fJ, coupling part 0.000 fJ
   from supply 12.800 fJ; Elmore 10.00 ps; 50% delay 6.93 ps
coupling heat ratio opposite/quiet: 4.000
total heat ratio opposite/quiet: 2.750
coupling part of Elmore delay, ratio opposite/quiet: 2.000
same ratio for 50% delay, neighbour on equal driver: 2.68
same ratio for 50% delay, neighbour held stiffly: 2.00
50% delay, neighbour held stiffly: 11.09 ps
mistaken coupling heat (single-wire value doubled once): 3.840 fJ
heat per driver, opposite: 7.040, 7.040 fJ
heat per driver, quiet low: 4.760 (switching), 0.360 fJ (quiet)
opposite, drivers 1 and 3 kOhm: 5.720 + 8.360 = 14.080 fJ
four-wire bus, middle pair opposite: heat 14.080 fJ, Elmore 22.00 ps
skew 5 ps: total heat 13.908 fJ
skew 20 ps: total heat 12.643 fJ
skew 60 ps: total heat 10.692 fJ
transitions far apart: total heat 10.240 fJ
random data: coupling heat per wire transition 1.920 fJ
copper resistivity 4.0 uOhm cm (rough); wire resistance 0.800 kOhm
resistive wires: heat quiet 5.120, opposite 14.080 fJ
   of the opposite heat, inside the wires: 2.845 fJ
   far-end Elmore: quiet 22.40, opposite 30.80 ps
   80 K hotter: wire 0.992 kOhm, opposite heat 14.080 fJ, Elmore 32.91 ps
inverters: 4.0 mA/V^2, input ramp 30 ps
   threshold 0.40 V: heat quiet 5.120, opposite 14.080 fJ
   threshold 0.25 V: extra rail-to-rail heat, opposite 0.028 fJ (0.2 %)
peak voltage across Cc, opposite: 0.800 V; mean field 0.16 MV/cm; rough breakdown 4 MV/cm
leakage heat in 1 ns at 1e-09 A/cm^2 (rough): 8.0e-11 fJ
inductance 50 pH (rough): L/R = 0.050 ps
```
